Relative Spin Density at the Muon from Muonium Contact Constants

**Problem**

Muonium is a positive muon with one bound electron. Its isotropic contact constant A, given as a frequency, is 4463 MHz in vacuum and 2006 MHz for the isotropic muonium centre in silicon. In silicon the muon sits, on average, at an interstitial site of tetrahedral symmetry.

(a) Show which electronic density at the muon the contact constant measures, and find the factor of proportionality.

(b) Find the value of this density in silicon relative to vacuum, and the range allowed by the rounding of the data.

(c) Solve for the ground state in vacuum, check the factor of part (a), and find the absolute density in silicon.

(d) Decide whether the ratio tells how much of the electron stays near the muon.

(e) Examine what muon motion and the other electrons do to the interpretation.

**Conventions**

The electron spin S and the muon spin I are dimensionless, each with quantum number 1/2. The contact interaction is

H = hA S·I.

Let n↑ and n↓ be the densities of up-spin and down-spin electrons in the state with S_z = +1/2. The total density is n↑ + n↓, and the spin density is

ρ_s = n↑ − n↓.

Its integral over space is 1 for one unpaired electron. The magnetic derivation uses SI. Densities are given in a0⁻³, where a0 is the Bohr radius, the length unit of Rydberg atomic units. Orbital magnetism is neglected, and the electron g factor is taken to be the same in silicon and in vacuum.

**Solution**

**(a) From the contact constant to the spin density**

The magnetic moment of an electron is −g_e μ_B S, with g_e positive. Paired up and down moments cancel, so the electrons form a cloud of magnetization

M(r) = −g_e μ_B ρ_s(r) S.

We need the magnetic field of this cloud at the muon, which is taken as the origin.

First let the cloud be spherical, with magnetization M(r) along z. Its bound current density is

J = ∇ × (M ẑ) = ∇M × ẑ = M′(r) r̂ × ẑ = −M′(r) sin θ φ̂,

because r̂ × ẑ = −sin θ φ̂. The current flows in rings around the z axis. A ring at (r, θ) has cross-section r dr dθ and carries

dI = −M′(r) sin θ r dr dθ.

The radius of the ring is r sin θ, and each of its points is a distance r from the origin. The field of a current ring at a point on its axis then gives

dB = μ0 dI (r sin θ)²/(2r³) = −(μ0/2) M′(r) sin³θ dr dθ.

The two integrals are

∫₀^∞ [−M′(r)] dr = M(0), since M vanishes at infinity,

∫₀^π sin³θ dθ = ∫₋₁¹ (1 − c²) dc = 2 − 2/3 = 4/3, with c = cos θ.

The result is

B(0) = (μ0/2)(4/3) M(0) = (2/3) μ0 M(0).

The outer parts of the cloud carry current too, yet the sum depends on the magnetization at the origin alone.

The cloud in a crystal is not spherical. For a general M(x, y, z) directed along z, the current is J = (∂M/∂y, −∂M/∂x, 0). The vector from a source point r to the origin is −r, and the Biot–Savart law gives

B_z(0) = (μ0/4π) ∫ [J × (−r)]_z / r³ d³r
= −(μ0/4π) ∫ (x ∂M/∂x + y ∂M/∂y)/r³ d³r.

Now turn the magnetization along x and then along y, keeping its spatial distribution fixed. In each case the term belonging to the direction of magnetization is missing from the bracket. In the sum of the three parallel fields, each term therefore appears twice:

B_x + B_y + B_z = −(2μ0/4π) ∫ (r·∇M)/r³ d³r.

Here r·∇M = r ∂M/∂r and d³r = r² dr dΩ, so all powers of r cancel:

B_x + B_y + B_z = −(2μ0/4π) ∫dΩ ∫₀^∞ (∂M/∂r) dr = 2μ0 M(0).

The mean of the three fields is again (2/3)μ0M(0), whatever the shape of the cloud. At a tetrahedral site the x, y and z directions are equivalent, so each field equals the mean. The twofold rotations about these axes also forbid a field component perpendicular to the magnetization. The interaction is therefore isotropic.

An axial cloud shows what the symmetry does. For M proportional to e^(−2r)[1 + 3z²/(1 + r²)], with r and z in units of a0, numerical integration gives a field of 0.782 μ0M(0) for magnetization along the axis and 0.609 μ0M(0) across it. The mean is

(0.782 + 2 × 0.609)/3 = 0.667.

A single orientation would mislead here, while the mean still gives the local value. For an axial centre, such as muonium at a bond centre in silicon, the isotropic part of the measured interaction must be separated before a spin density is inferred.

The moment of the positive muon is +2μ_μ I, where μ_μ is its magnitude. Its energy in the field of the electrons is

H = −(2μ_μ I)·B(0)
= −(2μ_μ I)·[−(2/3) μ0 g_e μ_B ρ_s(0) S]
= (2/3) μ0 g_e μ_B (2μ_μ) ρ_s(0) S·I.

The two minus signs cancel, so a positive spin density gives a positive A. Comparison with H = hA S·I yields

A = K ρ_s(0), K = (2/3) μ0 g_e μ_B (2μ_μ)/h.

The constants give K = 14229 MHz a0³.

To see what frequency A represents, let F = S + I. Squaring gives

S·I = [F(F + 1) − 3/4 − 3/4]/2.

This is 1/4 for the triplet, F = 1, and −3/4 for the singlet, F = 0. The difference is 1, so A is the triplet–singlet splitting in zero magnetic field, expressed as a frequency.

The contact constant thus measures the spin density, not the total electron density. A muon that has bound two electrons in one orbital makes the distinction plain: n↑ = n↓ gives ρ_s = 0 and no contact splitting, although the total density at the muon is not zero.

**(b) The ratio**

The relation A = Kρ_s(0) holds in both surroundings with the same K. Division removes K:

η = ρ_s,Si(0)/ρ_s,vac(0) = A_Si/A_vac = 2006/4463 = 0.4495.

The spin density at the muon in silicon is about 45% of its vacuum value. If each frequency is rounded to the nearest 1 MHz, the extreme ratios are

2005.5/4463.5 = 0.4493 and 2006.5/4462.5 = 0.4496.

This range describes the rounding of the data, not the uncertainty of the physical interpretation.

If the paired electrons have no spin density at the muon, ρ_s(0) equals |ψ(0)|² of the unpaired orbital. Under that condition, η is also the relative density of the unpaired electron. The corresponding ratio of amplitudes |ψ(0)| is √η = 0.670. The contact constant is linear in the density, so no square root belongs in η itself.

**(c) The vacuum atom and the absolute density**

In Rydberg atomic units, ħ = 1, 2m_e = 1 and e² = 2 in the Coulomb energy. For the relative motion of electron and muon, the kinetic term contains the reduced mass. This multiplies the usual −∇² by

κ = 1 + m_e/m_μ = 1.004836.

The Schrödinger equation is

−κ∇²ψ − (2/r)ψ = Eψ.

Try the nodeless function ψ = N e^(−r/b). Its Laplacian is

∇²ψ = ψ″ + (2/r)ψ′ = [1/b² − 2/(br)]ψ.

Substitution gives

−κ/b² + 2κ/(br) − 2/r = E.

This must hold at every r. The terms in 1/r cancel if b = κ, and the constant terms then give E = −1/κ. Normalization requires

1 = 4πN² ∫₀^∞ r² e^(−2r/b) dr = 4πN² × 2(b/2)³ = πb³N².

The vacuum atom has one electron, so its spin density is |ψ|² and

ρ_s,vac(0) = N² = 1/(πκ³) = 0.3137 a0⁻³.

The contact formula now predicts

A_vac = 14229 × 0.3137 ≈ 4464 MHz.

With unrounded inputs, the prediction exceeds the given 4463 MHz by 0.027% of the given value. This checks the factor K, including its 2/3. The formula omits small relativistic, radiative and recoil corrections.

The absolute spin density in silicon follows from the ratio:

ρ_s,Si(0) = 0.4495 × 0.3137 a0⁻³ = 0.1410 a0⁻³ = 952 nm⁻³.

Direct inversion gives ρ_s,Si(0) = 2006/14229 = 0.1410 a0⁻³, in agreement at this precision. The large number per cubic nanometre is a local density, not a count of electrons in a cubic nanometre.

**(d) What the ratio does not determine**

A density at one point does not fix the distribution around it. Compare two model clouds, each containing one unpaired electron and each having the silicon density at the muon.

In the first model the whole 1s cloud swells. Its central density is proportional to 1/b³, so

b_Si = b_vac η^(−1/3) = 0.0532 nm × 0.4495^(−1/3) = 0.0694 nm.

The population within a distance R of the muon is

P(R) = ∫₀^R (4r²/b³) e^(−2r/b) dr.

With t = 2r/b and T = 2R/b, this becomes

P(R) = (1/2) ∫₀^T t² e^(−t) dt = 1 − e^(−T)(1 + T + T²/2).

For R = 0.1 nm, T = 0.2/0.0694 = 2.882, and P = 0.550.

In the second model, a fraction η of the electron keeps the vacuum 1s shape. The remaining fraction lies entirely beyond 0.1 nm. The central density is again η times the vacuum value. For the vacuum shape T = 0.2/0.0532 = 3.76, and the population within 0.1 nm is

0.4495 × [1 − e^(−3.76)(1 + 3.76 + 3.76²/2)] = 0.326.

The two models thus share one contact constant but place 0.550 or 0.326 of an electron within 0.1 nm. The first model is only schematic. The Coulomb attraction fixes the slope ψ′/ψ at the muon at −1/κ = −0.995 a0⁻¹ in any host, whereas the swollen exponential has −0.762 a0⁻¹. A swollen cloud that keeps the correct slope, the ground state of the screened potential −(2/r)e^(−λr) with λ = 0.805 a0⁻¹ chosen to give the same η, holds 0.43 of an electron within 0.1 nm. The spread is then smaller, but the population is still not fixed by η. It would be wrong to infer from η alone that 45% of the electron is on the muon and 55% on silicon. That reading assumes the second model. Separating the two pictures requires other information, such as spin densities at neighbouring nuclei or a calculation of the whole cloud.

**(e) Muon motion and the other electrons**

The muon is light and does not rest at a mathematical point in the crystal. Where the electrons follow it adiabatically, the measured constant contains the spin density at the instantaneous muon position, averaged over that position.

To estimate the spread, place the muon in an isotropic harmonic well with vibrational quantum Q = ħω. In the ground state, half of the zero-point energy along each direction is potential energy:

(1/2)m_μω²⟨x²⟩ = ħω/4.

Hence

⟨x²⟩ = ħ/(2m_μω) = ħ²/(2m_μQ),

and the three-dimensional root-mean-square displacement is

d_rms = √(3ħ²/(2m_μQ)).

For a chosen round value Q = 0.2 eV, d_rms = 0.0526 nm. The silicon bond length is L = 0.2352 nm, so

(d_rms/L)² = (0.0526/0.2352)² = 0.050.

Suppose, for illustration, that the spin density at the muon varies with its displacement d as

ρ_s(d) = ρ_s(0)[1 + c d²/L²].

Its average is then ρ_s(0)(1 + 0.050c). With c = +1 or −1, averaging moves the density by 5% of its value at the fixed central site, or about 0.02 in η. The coefficient c is not known from the two given frequencies, and the choice of L is arbitrary: with the distance from the tetrahedral to the hexagonal site, 0.118 nm, in place of the bond length, the same c = ±1 gives 20%. The 5% is therefore an illustration and not a bound. Since ⟨d²⟩ is proportional to 1/Q, halving Q would double this shift at fixed c.

The second effect comes from the paired electrons. The unpaired electron can make their up and down densities slightly different, and this difference adds to ρ_s. The formaldehyde cation, H2CO⁺, illustrates the point at one of its protons. The geometry is fixed at chosen round values: C–H 0.110 nm, C–O 0.121 nm and an H–C–H angle of 120°. The basis is 6-311G**.

Restricted open-shell Hartree–Fock (ROHF) forces paired electrons to share orbitals, so its spin density is that of the unpaired orbital. Unrestricted Hartree–Fock (UHF) lets the up and down orbitals differ. The densities at the proton are:

- total density, UHF: 0.383 a0⁻³
- spin density, UHF: 0.051 a0⁻³
- unpaired-orbital density, ROHF: 0.020 a0⁻³

The total density is more than seven times the spin density. The UHF spin density is also about two and a half times the ROHF orbital density, so within Hartree–Fock the release of the pairing constraint changes the result by more than the orbital density itself. These are mean-field values without electron correlation, and Gaussian basis functions lack the cusp at a nucleus. They are not converged in the basis: uncontracting the hydrogen basis and adding tight s functions raises the three densities by about 10 to 15%, to 0.43, 0.056 and 0.023 a0⁻³, while the two ratios change only to 7.7 and 2.4. They show that the three densities can differ strongly, but they give no correction for silicon.

**The result beside real silicon**

The 2006 MHz constant belongs to the isotropic centre at low temperature. The 0.2 eV quantum is a rough model parameter, not a measured level of this centre. In the model, each first excited vibrational state has a Boltzmann weight of only 0.00044 relative to the ground state at 300 K. This does not make the real contact constant independent of temperature, because the model holds the lattice fixed and omits lattice vibrations and hopping between sites. The real muon breaks the fixed-point assumption even at low temperature; for the illustrative coefficients above, this shifts the density by about 5% if it varies on the scale of the bond length and by about 20% if it varies on half that scale. The well-supported conclusion is that the motion-averaged spin density at the muon is 0.45 of its vacuum value. To call this the relative density of the unpaired electron at a fixed site requires small averaging and polarization effects, which the two frequencies cannot establish. The computed values are collected in the numerical output below.

Table of computed values

```
Given silicon contact constant: 2006 MHz
Given vacuum contact constant: 4463 MHz
Centre field / (mu0 M), spherical cloud: 0.6667 (no unit)
Centre field / (mu0 M), tetrahedral cloud: 0.6667 (no unit)
Centre field / (mu0 M), axial cloud along axis: 0.7823 (no unit)
Centre field / (mu0 M), axial cloud across axis: 0.6088 (no unit)
Centre field / (mu0 M), axial cloud mean: 0.6667 (no unit)
Singlet eigenvalue of S.I: -0.75 (no unit)
Triplet eigenvalue of S.I: 0.25 (no unit)
Electron-to-muon mass ratio: 0.004836 (no unit)
Contact frequency per spin density: 14229.2 MHz a0^3
Vacuum density at muon, formula: 0.31374 a0^-3
Vacuum density at muon, radial solution: 0.31366 a0^-3
Vacuum contact constant from formula: 4464.2 MHz
Formula excess over given vacuum constant: 0.027 %
Silicon/vacuum spin-density ratio: 0.4495 (no unit)
Lowest ratio allowed by 0.5 MHz rounding: 0.4493 (no unit)
Highest ratio allowed by 0.5 MHz rounding: 0.4496 (no unit)
Amplitude ratio, square root: 0.6704 (no unit)
Silicon spin density at muon, from ratio: 0.14102 a0^-3
Silicon spin density at muon, direct: 0.14098 a0^-3
Silicon spin density, converted: 951.6 nm^-3
Vacuum 1s radius: 0.0532 nm
Swollen 1s radius with same muon density: 0.0694 nm
Swollen-cloud population within 0.1 nm: 0.550 electron
Shared-cloud population within 0.1 nm: 0.326 electron
Chosen muon vibrational quantum: 0.2 eV
Muon three-dimensional rms spread: 0.0526 nm
Silicon bond length: 0.2352 nm
Squared spread/bond ratio: 5.0 %
Excited/ground Boltzmann factor at 300 K: 0.000437 (no unit)
H2CO+ C-H length, chosen: 0.110 nm
H2CO+ C-O length, chosen: 0.121 nm
H2CO+ total density at proton, UHF: 0.3825 a0^-3
H2CO+ spin density at proton, UHF: 0.0510 a0^-3
H2CO+ unpaired-orbital density, ROHF: 0.0200 a0^-3
H2CO+ UHF spin minus ROHF orbital density: 0.0310 a0^-3
```
